**Landau-Zener spin change at a surface: propagation and quantum scattering**

The program tests the one-passage probability \(P=1-\exp[-2\pi\sigma^2/(\hbar v\,\Delta F)]\), where \(\sigma\) is the spin-orbit coupling, \(v\) the speed normal to the seam and \(\Delta F\) the difference of slopes. It asserts that the contour-integral solution agrees with direct time propagation, and that the probability law holds for two states and for a general 3 × 2 coupling matrix. Three explicit electron spins confirm that a quartet and a doublet have two equal singular values, and a six-state propagation confirms the spin factor 1/2. Two-channel quantum scattering agrees within 3% with the repeated-passage law \(R=2P/(1+P)\) for a heavy mass, and within 5% with the weak-coupling thermal average. For the worked example at 500 K, the Landau-Zener transmission coefficient is 0.175 and the quantum value is 0.255. The output also sizes the effects of surface curvature, zero-field splitting and a hydrogen-like mass; of these, the light mass has the largest effect.

## Numerical verification

```python
"""
Landau-Zener theory of a spin-changing surface reaction.
Result under test: one passage through the crossing of two linear spin
surfaces changes the spin with probability
    P = 1 - exp(-2 pi sigma^2 / (hbar v dF)),
sigma = spin-orbit coupling of one pair of states, v = speed normal to the
seam, dF = difference of slopes. With opposite slopes, repeated passages give
R = 2P/(1+P); a quartet-to-doublet change carries a spin factor 1/2; the
transmission coefficient kappa is the flux-weighted thermal average.
Energies in eV (zero at the crossing), lengths in nm, masses in u.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded

HBAR = const.hbar / const.e                       # eV s
KB = const.k / const.e                            # eV/K
U = const.atomic_mass
HBAR2_OVER_2U = const.hbar**2 / (2 * U) / const.e * 1e18   # eV nm^2 u

# ---------- model parameters (rough, round) ----------
temperature = 500.0
sigma = 0.015
slope = 10.0                                      # reactant +, product -
slope_difference = 2 * slope
mass = 20.0
seam_free_energy = 1.0
zero_field_gap = 0.010
curvature = 100.0                                 # eV/nm^2, reactant only
kT = KB * temperature


def speed(energy, m):
    """Speed in m/s at kinetic energy in eV."""
    return np.sqrt(2 * energy * const.e / (m * U))


def single_passage(energy, m, coupling):
    gap_rate = HBAR * speed(energy, m) * 1e9 * slope_difference   # eV^2
    return -np.expm1(-2 * np.pi * coupling**2 / gap_rate)


def repeated_passage(energy, m, coupling):
    p = single_passage(energy, m, coupling)
    return 2 * p / (1 + p)


def thermal(prob, m, coupling, temp):
    """Flux-weighted average; the variable y^2 = energy/kT."""
    def integrand(y):
        return 2 * y * np.exp(-y * y) * prob(y * y * KB * temp, m, coupling)
    return quad(integrand, 1e-9, 7.0, epsabs=1e-11)[0]


# ---------- time propagation, dimensionless: gap = t ----------
def propagate(linear, constant, t0, t1, steps):
    dt = (t1 - t0) / steps
    mid = t0 + dt * (np.arange(steps) + 0.5)
    energy, vec = np.linalg.eigh(mid[:, None, None] * linear + constant)
    small = (vec * np.exp(-1j * energy * dt)[:, None, :]) \
        @ vec.conj().transpose(0, 2, 1)
    total = np.eye(len(linear), dtype=complex)
    for step in small:
        total = step @ total
    return total


def propagated_change(coupling, splitting=None):
    """Mean probability of leaving the reactant manifold (rows)."""
    n, m = coupling.shape
    linear = np.diag([1.0] * n + [0.0] * m)
    constant = np.zeros((n + m, n + m), complex)
    constant[:n, n:] = coupling
    constant[n:, :n] = coupling.conj().T
    if splitting is not None:
        constant[:n, :n] += np.diag(splitting)
    end = 40.0
    total = propagate(linear, constant, -end, end, 16000)
    start_states = np.linalg.eigh(-end * linear + constant)[1][:, :n]
    final_states = np.linalg.eigh(end * linear + constant)[1][:, :m]
    amp = final_states.conj().T @ total @ start_states
    return np.sum(abs(amp)**2) / n


def singular_value_law(coupling):
    s = np.linalg.svd(coupling, compute_uv=False)
    return np.sum(1 - np.exp(-2 * np.pi * s**2)) / coupling.shape[0]


# Test: contour-integral solution against direct propagation
g = 0.4
s_line = np.linspace(-14, 14, 28001)
omega = 1j + s_line * np.exp(1j * np.pi / 4)
log_omega = np.log(-1j * omega) + 1j * np.pi / 2  # cut below the origin
spectrum = np.exp(0.5j * omega**2 - 1j * g**2 * log_omega)


def contour_state(t):
    wave = spectrum * np.exp(-1j * omega * t)
    return np.array([trapezoid(wave, s_line),
                     trapezoid(g * wave / omega, s_line)])


pair = np.array([[0, g], [g, 0]], complex)
moved = propagate(np.diag([1.0, 0.0]), pair, -3.0, 3.0, 12000) \
    @ contour_state(-3.0)
contour_error = np.linalg.norm(moved - contour_state(3.0)) \
    / np.linalg.norm(moved)
assert contour_error < 1e-5

# Test: single-passage law for two states, weak to strong coupling
two_state = []
for g_test in (0.1, 0.3, 0.6):
    c = np.array([[g_test]], complex)
    two_state.append((g_test, propagated_change(c), singular_value_law(c)))
    assert abs(two_state[-1][1] - two_state[-1][2]) < 3e-4

# Test: singular-value law for an arbitrary 3 x 2 coupling matrix
rng = np.random.default_rng(4)
generic = 0.2 * (rng.normal(size=(3, 2)) + 1j * rng.normal(size=(3, 2)))
generic_num, generic_law = propagated_change(generic), \
    singular_value_law(generic)
assert abs(generic_num - generic_law) < 3e-4

# ---------- quartet-doublet coupling from three explicit spins ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
up, down, one = np.array([1.0, 0]), np.array([0, 1.0]), np.eye(2)


def product(a, b, c):
    return np.kron(np.kron(a, b), c)


quartet = np.array([
    product(up, up, up),
    (product(up, up, down) + product(up, down, up)
     + product(down, up, up)) / np.sqrt(3),
    (product(down, down, up) + product(down, up, down)
     + product(up, down, down)) / np.sqrt(3),
    product(down, down, down)])
doublet = np.array([(product(up, down, w) - product(down, up, w))
                    / np.sqrt(2) for w in (up, down)])


def spin_coupling(axis):
    """Vector operator n.(s1 - s2) between quartet and doublet."""
    half = np.einsum('k,kij->ij', axis, pauli) / 2
    operator = product(half, one, one) - product(one, half, one)
    return quartet @ operator @ doublet.T


reference = np.linalg.svd(spin_coupling(np.array([0, 0, 1.0])),
                          compute_uv=False)
for _ in range(5):
    axis = rng.normal(size=3)
    axis /= np.linalg.norm(axis)
    values = np.linalg.svd(spin_coupling(axis), compute_uv=False)
    assert abs(values[0] - values[1]) < 1e-12
    assert np.allclose(values, reference)

energy_unit = np.sqrt(HBAR * speed(kT, mass) * 1e9 * slope_difference)
tilted = spin_coupling(np.ones(3) / np.sqrt(3)) / reference[0] \
    * sigma / energy_unit
six_state = propagated_change(tilted)
P_kT = single_passage(kT, mass, sigma)
assert abs(six_state - 0.5 * P_kT) < 3e-4
split = 0.5 * zero_field_gap / energy_unit * np.array([1, -1, -1, 1])
six_state_split = propagated_change(tilted, split)

# ---------- two-channel quantum scattering ----------
HALF_WIDTH = 0.06
worst_flux_error = 0.0


def scattering(energies, m, coupling, curv=0.0, h=1e-4):
    """Quantum probability reactant(left) -> product(right)."""
    global worst_flux_error
    n = int(round(2 * HALF_WIDTH / h)) + 1
    x = np.linspace(-HALF_WIDTH, HALF_WIDTH, n)
    hop = HBAR2_OVER_2U / m / h**2
    potential = np.empty(2 * n)
    potential[0::2] = slope * x + 0.5 * curv * x**2
    potential[1::2] = -slope * x
    band = np.zeros((5, 2 * n), complex)
    band[0, 2:] = hop
    band[4, :-2] = hop
    band[1, 1::2] = -coupling
    band[3, 0::2] = -coupling
    source = np.zeros(2 * n, complex)
    source[0] = 1
    result = []
    for energy in energies:
        band[2] = energy - potential - 2 * hop
        k_in = np.arccos(1 - (energy - potential[0]) / (2 * hop))
        k_out = np.arccos(1 - (energy - potential[-1]) / (2 * hop))
        band[2, 0] += hop * np.exp(1j * k_in)
        band[2, -1] += hop * np.exp(1j * k_out)
        green = solve_banded((2, 2), band, source, check_finite=False)
        width_in, width_out = 2 * hop * np.sin(k_in), 2 * hop * np.sin(k_out)
        trans = width_in * width_out * abs(green[-1])**2
        refl = abs(1j * width_in * green[0] - 1)**2
        worst_flux_error = max(worst_flux_error, abs(trans + refl - 1))
        result.append(trans)
    return np.array(result)


def quantum_thermal(m, coupling, curv=0.0):
    lead = -slope * HALF_WIDTH + 0.5 * curv * HALF_WIDTH**2
    energies = np.linspace(lead + 0.01, 0.5, 500)
    prob = scattering(energies, m, coupling, curv)
    return trapezoid(prob * np.exp(-energies / kT) / kT, energies)


# Test: repeated-passage law where motion is nearly classical
heavy = 200.0
window = np.linspace(0.20, 0.42, 320)
weight = np.hanning(window.size)
weight /= weight.sum()
heavy_rows = []
for c_test in (0.015, 0.030):
    q_mean = weight @ scattering(window, heavy, c_test, h=5e-5)
    r_mean = weight @ repeated_passage(window, heavy, c_test)
    p_mean = weight @ single_passage(window, heavy, c_test)
    heavy_rows.append((c_test, q_mean, r_mean, p_mean))
    assert abs(q_mean / r_mean - 1) < 0.03


# Test: closed weak-coupling average against quantum scattering;
# the tolerance leaves room for real tunnelling of a few per cent
def weak_formula(coupling):
    """Thermal average of 2P to lowest order, before the spin factor."""
    inverse_speed = np.sqrt(np.pi * mass * U / (2 * kT * const.e)) * 1e-9
    return 4 * np.pi * coupling**2 / (HBAR * slope_difference) * inverse_speed


weak_ratio = quantum_thermal(mass, 0.001) / weak_formula(0.001)
assert abs(weak_ratio - 1) < 0.05

# ---------- worked example ----------
kappa_single = 0.5 * thermal(single_passage, mass, sigma, temperature)
kappa = 0.5 * thermal(repeated_passage, mass, sigma, temperature)
kappa_quantum = 0.5 * quantum_thermal(mass, sigma)
kappa_curved = 0.5 * quantum_thermal(mass, sigma, curvature)
kappa_H = 0.5 * thermal(repeated_passage, 1.0, sigma, temperature)
kappa_H_quantum = 0.5 * quantum_thermal(1.0, sigma)
quantum_kT = scattering([kT], mass, sigma)[0]
assert worst_flux_error < 1e-6
tst_rate = kT / (2 * np.pi * HBAR) * np.exp(-seam_free_energy / kT)
zone = energy_unit / slope_difference

print(f"Temperature: {temperature:.0f} K; kT = {kT*1e3:.2f} meV")
print(f"Coupling sigma: {sigma*1e3:.1f} meV")
print(f"Slopes: +/-{slope:.1f} eV/nm; dF = {slope_difference:.1f} eV/nm")
print(f"Effective mass: {mass:.0f} u")
print(f"Seam free energy: {seam_free_energy:.2f} eV")
print(f"Speed at energy kT: {speed(kT, mass):.1f} m/s")
print(f"hbar*v*dF at energy kT: {energy_unit**2:.3e} eV^2")
print(f"Exponent 2 pi sigma^2/(hbar v dF): {-np.log(1-P_kT):.4f}")
print(f"P, one passage, energy kT: {P_kT:.4f}")
print(f"R = 2P/(1+P), energy kT: {repeated_passage(kT, mass, sigma):.4f}")
print(f"Quantum probability, energy kT: {quantum_kT:.4f}")
print(f"Transition zone length v*tau: {zone:.5f} nm")
print(f"Energy change over zone / kT: {slope*zone/kT:.3f}")
print(f"kappa, one passage only: {kappa_single:.4f}")
print(f"kappa, repeated passages: {kappa:.4f}")
print(f"kappa, weak-coupling formula: {0.5*weak_formula(sigma):.4f}")
for t_use in (400.0, 600.0):
    k_use = 0.5 * thermal(repeated_passage, mass, sigma, t_use)
    print(f"kappa at {t_use:.0f} K: {k_use:.4f}")
print(f"TST rate without spin change: {tst_rate:.1f} 1/s")
print(f"Rate with Landau-Zener kappa: {kappa*tst_rate:.1f} 1/s")
print(f"Mean reaction time: {1e3/(kappa*tst_rate):.2f} ms")
print("-- neglected effects --")
print(f"kappa, quantum scattering: {kappa_quantum:.4f}")
print(f"Ratio quantum/Landau-Zener: {kappa_quantum/kappa:.3f}")
print(f"Same ratio at sigma = 1 meV (weak formula): {weak_ratio:.4f}")
print(f"Barrier-lowering factor exp(sigma/kT): {np.exp(sigma/kT):.3f}")
print(f"Added curvature: {curvature:.0f} eV/nm^2")
print(f"kappa, quantum, with curvature: {kappa_curved:.4f}")
print(f"Zero-field gap: {zero_field_gap*1e3:.1f} meV")
print(f"Six-state P without gap: {six_state:.5f}")
print(f"Six-state P with gap: {six_state_split:.5f}")
print(f"Mass 1 u: kappa Landau-Zener {kappa_H:.4f}")
print(f"Mass 1 u: kappa quantum {kappa_H_quantum:.4f}")
print("-- tests --")
print(f"Contour solution, relative error: {contour_error:.1e}")
for g_test, num, law in two_state:
    print(f"g/sqrt(alpha)={g_test:.1f}: propagated {num:.5f}, law {law:.5f}")
print(f"3x2 matrix: propagated {generic_num:.5f}, law {generic_law:.5f}")
print(f"Quartet-doublet singular values: {reference[0]:.4f}, "
      f"{reference[1]:.4f}")
print(f"Heavy test: mass {heavy:.0f} u, energies {window[0]:.2f} to "
      f"{window[-1]:.2f} eV")
for c_test, q_mean, r_mean, p_mean in heavy_rows:
    print(f"sigma {c_test*1e3:.0f} meV: quantum {q_mean:.4f}, "
          f"R {r_mean:.4f}, P {p_mean:.4f}")
print(f"Largest flux error in scattering: {worst_flux_error:.1e}")
print("PASS")
```

Output:

```
Temperature: 500 K; kT = 43.09 meV
Coupling sigma: 15.0 meV
Slopes: +/-10.0 eV/nm; dF = 20.0 eV/nm
Effective mass: 20 u
Seam free energy: 1.00 eV
Speed at energy kT: 644.8 m/s
hbar*v*dF at energy kT: 8.488e-03 eV^2
Exponent 2 pi sigma^2/(hbar v dF): 0.1666
P, one passage, energy kT: 0.1534
R = 2P/(1+P), energy kT: 0.2660
Quantum probability, energy kT: 0.4380
Transition zone length v*tau: 0.00461 nm
Energy change over zone / kT: 1.069
kappa, one passage only: 0.1127
kappa, repeated passages: 0.1746
kappa, weak-coupling formula: 0.2952
kappa at 400 K: 0.1878
kappa at 600 K: 0.1642
TST rate without spin change: 867.4 1/s
Rate with Landau-Zener kappa: 151.4 1/s
Mean reaction time: 6.60 ms
-- neglected effects --
kappa, quantum scattering: 0.2546
Ratio quantum/Landau-Zener: 1.458
Same ratio at sigma = 1 meV (weak formula): 1.0267
Barrier-lowering factor exp(sigma/kT): 1.416
Added curvature: 100 eV/nm^2
kappa, quantum, with curvature: 0.2543
Zero-field gap: 10.0 meV
Six-state P without gap: 0.07671
Six-state P with gap: 0.07671
Mass 1 u: kappa Landau-Zener 0.0547
Mass 1 u: kappa quantum 0.1137
-- tests --
Contour solution, relative error: 1.4e-08
g/sqrt(alpha)=0.1: propagated 0.06090, law 0.06090
g/sqrt(alpha)=0.3: propagated 0.43192, law 0.43192
g/sqrt(alpha)=0.6: propagated 0.89586, law 0.89585
3x2 matrix: propagated 0.45990, law 0.45990
Quartet-doublet singular values: 0.8165, 0.8165
Heavy test: mass 200 u, energies 0.20 to 0.42 eV
sigma 15 meV: quantum 0.3041, R 0.3039, P 0.1792
sigma 30 meV: quantum 0.7064, R 0.7058, P 0.5457
Largest flux error in scattering: 2.5e-13
PASS
```
